# Breit-Wills hyperfine constants of an sp configuration in intermediate coupling

In the model atom treated below, spin-orbit coupling puts a singlet weight of only 0.45 % into the level called $^3P_1$, and the same triplet weight into $^1P_1$. Yet the magnetic dipole constant of $^1P_1$ falls from 205 MHz, its value without mixing, to 55 MHz. The cause is a hyperfine matrix element between singlet and triplet: it makes $A$ depend on the mixing amplitude in first order, whereas the weight is of second order.

## Setting and theorem

One s electron and one p electron move outside closed shells. The nucleus, of spin $\mathbf I$, couples to them through
$$H_{\rm hf}=\mathbf I\cdot\mathbf T,\qquad \mathbf T=\mathbf t(1)+\mathbf t(2).$$
Angular momenta are in units of $\hbar$; energies and hyperfine constants are given as frequencies. The assumptions are:

1. There is a single sp configuration, and singlet and triplet share the same radial orbitals.
2. The closed shells contribute nothing to $\mathbf T$ (no core polarization).
3. $H_{\rm hf}$ is treated in first order, so it does not mix levels of different energy.

By the Wigner-Eckart theorem a vector operator is proportional to $\mathbf j$ within one $j$ shell. This defines three one-electron constants, $\mathbf t=a_s\,\mathbf j$ in s$_{1/2}$, $a_1\,\mathbf j$ in p$_{1/2}$ and $a_3\,\mathbf j$ in p$_{3/2}$. The operator also connects p$_{1/2}$ with p$_{3/2}$, which requires a fourth number $\xi$, taken real:
$$\langle p_{3/2},\tfrac12|t_z|p_{1/2},\tfrac12\rangle=\frac{5\sqrt2}{16}\,\xi\,a_3 .\tag{1}$$
Lemma 2 shows that $\xi=1$ without relativity. The mixing angle $\theta$ is defined by
$$|^3P_1'\rangle=\cos\theta\,|^3P_1\rangle+\sin\theta\,|^1P_1\rangle,\qquad |^1P_1'\rangle=-\sin\theta\,|^3P_1\rangle+\cos\theta\,|^1P_1\rangle .\tag{2}$$
Primes mark the true levels; they are dropped on $A$. The sign of $\theta$ has a meaning only with fixed phases. Here the coupling orders are $(l,s)j$, then (s electron, p electron)$J$, and $(L,S)J$, with standard Clebsch-Gordan signs. Spin arrows give the s electron first, and the singlet is $(\uparrow\downarrow-\downarrow\uparrow)/\sqrt2$.

**Theorem.** Let $\theta_0=\arctan(1/\sqrt2)$ and $\varphi=\theta-\theta_0$. Then
$$A(^3P_2)=\tfrac14a_s+\tfrac34a_3,\tag{3}$$
$$A(^3P_1)=\tfrac14(2\cos^2\varphi-\sin^2\varphi)\,a_s+\tfrac12\cos^2\varphi\,a_1+\tfrac54\sin^2\varphi\,a_3+\tfrac{5\sqrt2}{16}\sin\varphi\cos\varphi\,\xi a_3,\tag{4}$$
$$A(^1P_1)=\tfrac14(2\sin^2\varphi-\cos^2\varphi)\,a_s+\tfrac12\sin^2\varphi\,a_1+\tfrac54\cos^2\varphi\,a_3-\tfrac{5\sqrt2}{16}\sin\varphi\cos\varphi\,\xi a_3.\tag{5}$$

## Lemma 1: reduction to product states

*Within a level, $A=\langle JJ|T_z|JJ\rangle/J$, and this may be evaluated with the s electron as number 1 and the p electron as number 2.*

**Proof.** Within one level $\mathbf T=A\,\mathbf J$, so $H_{\rm hf}=A\,\mathbf I\cdot\mathbf J$. The $z$ component in the state $M=J$ gives the first claim. For the second, let $a,a'$ be s spin-orbitals and $b,b'$ p spin-orbitals. Between the antisymmetrized states $(|ab\rangle-|ba\rangle)/\sqrt2$ and $(|a'b'\rangle-|b'a'\rangle)/\sqrt2$, the two direct terms are equal and together give $\langle ab|T_z|a'b'\rangle$. The exchange terms contain
$$\langle ab|T_z|b'a'\rangle=\langle a|t_z|b'\rangle\langle b|a'\rangle+\langle a|b'\rangle\langle b|t_z|a'\rangle=0,$$
because s and p orbitals are orthogonal. ∎

## Lemma 2: the p electron

*Without relativity, $a_1=\tfrac83a_p$, $a_3=\tfrac8{15}a_p$ and $\xi=1$, where $a_p=\frac{\mu_0}{4\pi}\,2\mu_B g_I\mu_N\langle r^{-3}\rangle/h$.*

**Proof.** Let $\mathbf n=\mathbf r/r$. At the nucleus the orbital motion produces the field $-\frac{\mu_0}{4\pi}2\mu_B\mathbf l/r^3$. The spin moment $-2\mu_B\mathbf s$ produces $-\frac{\mu_0}{4\pi}2\mu_B[3\mathbf n(\mathbf s\cdot\mathbf n)-\mathbf s]/r^3$. The energy of the nuclear moment $g_I\mu_N\mathbf I$ is minus its product with the field, hence
$$\mathbf t=a_p\,[\,\mathbf l-\mathbf s+3\mathbf n(\mathbf s\cdot\mathbf n)\,],\qquad t_z=a_p\,[\,l_z-s_z+\tfrac32n_z\,\boldsymbol\sigma\cdot\mathbf n\,].$$
The states needed are
$$|p_{3/2},\tfrac32\rangle=Y_{11}\!\uparrow,\quad |p_{3/2},\tfrac12\rangle=\sqrt{\tfrac23}\,Y_{10}\!\uparrow+\sqrt{\tfrac13}\,Y_{11}\!\downarrow,\quad |p_{1/2},\tfrac12\rangle=\sqrt{\tfrac23}\,Y_{11}\!\downarrow-\sqrt{\tfrac13}\,Y_{10}\!\uparrow .$$

*Action on p$_{1/2}$.* With $Y_{11}=-\sqrt{3/8\pi}\,(n_x+in_y)$ and $Y_{10}=\sqrt{3/4\pi}\,n_z$,
$$|p_{1/2},\tfrac12\rangle=-\frac1{\sqrt{4\pi}}\left[n_z\!\uparrow+(n_x+in_y)\!\downarrow\right]=-\frac1{\sqrt{4\pi}}\,\boldsymbol\sigma\cdot\mathbf n\uparrow .$$
Since $(\boldsymbol\sigma\cdot\mathbf n)^2=1$, a further factor $\boldsymbol\sigma\cdot\mathbf n$ leaves $-\uparrow/\sqrt{4\pi}$. Using $n_z/\sqrt{4\pi}=Y_{10}/\sqrt3$,
$$\tfrac32n_z\,\boldsymbol\sigma\cdot\mathbf n\,|p_{1/2},\tfrac12\rangle=-\tfrac{\sqrt3}2\,Y_{10}\!\uparrow .$$

*Constant $a_1$.* In p$_{1/2}$, $\langle l_z\rangle=\frac23$ and $\langle s_z\rangle=\frac23(-\frac12)+\frac13(\frac12)=-\frac16$. The last term gives $(-\frac1{\sqrt3})(-\frac{\sqrt3}2)=\frac12$. The sum $\frac23+\frac16+\frac12=\frac43$ equals $\frac12a_1/a_p$, so $a_1=\frac83a_p$.

*Constant $a_3$.* In $Y_{11}\!\uparrow$, $l_z-s_z=\frac12$, and the last term is $\frac32\langle n_z^2\rangle$ with
$$\langle n_z^2\rangle=\frac34\int_{-1}^1(1-x^2)x^2\,dx=\frac34\cdot\frac4{15}=\frac15 .$$
The sum $\frac12+\frac3{10}=\frac45$ equals $\frac32a_3/a_p$, so $a_3=\frac8{15}a_p$.

*Off-diagonal element.* From $l_z$ comes $\sqrt{\frac13}\sqrt{\frac23}=\frac{\sqrt2}3$. The element of $s_z$ is $\frac{\sqrt2}3(-\frac12)-\frac{\sqrt2}3(\frac12)=-\frac{\sqrt2}3$, which enters with a minus sign. The last term gives $\sqrt{\frac23}(-\frac{\sqrt3}2)=-\frac{\sqrt2}2$. In total
$$\frac{\sqrt2}3+\frac{\sqrt2}3-\frac{\sqrt2}2=\frac{\sqrt2}6,$$
and $\frac{\sqrt2}6a_p=\frac{\sqrt2}6\cdot\frac{15}8a_3=\frac{5\sqrt2}{16}a_3$, which is (1) with $\xi=1$. ∎

**Remark.** Relativistic p$_{1/2}$ and p$_{3/2}$ orbitals have different radial functions. The angular structure is still fixed by rotation symmetry, so only the three radial factors change. That is why $a_1$, $a_3$ and $\xi$ are kept independent. The two diagonal constants alone do not determine the $J=1$ results.

## Lemma 3: matrix elements in jj coupling

*Write $|\tfrac32\rangle$ and $|\tfrac12\rangle$ for the $J=M=1$ states in which the p electron has $j=\frac32$ and $j=\frac12$. Then*
$$\langle\tfrac32|T_z|\tfrac32\rangle=-\tfrac14a_s+\tfrac54a_3,\quad \langle\tfrac12|T_z|\tfrac12\rangle=\tfrac12a_s+\tfrac12a_1,\quad \langle\tfrac32|T_z|\tfrac12\rangle=\tfrac{5\sqrt2}{32}\,\xi a_3,\tag{6}$$
*and the $J=2$ level has $A=\frac14a_s+\frac34a_3$.*

**Proof.** For fixed $j$ the diagonal part of $\mathbf T$ is $a_s\mathbf j_s+a_j\mathbf j_p$, where $a_j$ is $a_1$ or $a_3$. Multiplying $\mathbf T=A\mathbf J$ by $\mathbf J$ gives $A\,J(J+1)=a_s\langle\mathbf j_s\cdot\mathbf J\rangle+a_j\langle\mathbf j_p\cdot\mathbf J\rangle$. Squaring $\mathbf j_p=\mathbf J-\mathbf j_s$ gives the first product, squaring $\mathbf j_s=\mathbf J-\mathbf j_p$ the second:
$$A=a_s\frac{J(J+1)+\frac34-j(j+1)}{2J(J+1)}+a_j\frac{J(J+1)+j(j+1)-\frac34}{2J(J+1)} .$$
- $J=2$, $j=\frac32$: the fractions are $\frac3{12}=\frac14$ and $\frac9{12}=\frac34$.
- $J=1$, $j=\frac32$: they are $-\frac14$ and $\frac54$.
- $J=1$, $j=\frac12$: both are $\frac24=\frac12$.

For $J=M=1$, $A$ equals $\langle T_z\rangle$. The cross element needs the states themselves:
$$|\tfrac12\rangle=s\!\uparrow|p_{1/2},\tfrac12\rangle,\qquad |\tfrac32\rangle=\tfrac12\,s\!\uparrow|p_{3/2},\tfrac12\rangle-\tfrac{\sqrt3}2\,s\!\downarrow|p_{3/2},\tfrac32\rangle .$$
The second is correct because $J_+$ annihilates it: the raised terms are $\frac12\sqrt3$ and $-\frac{\sqrt3}2$ times the same state. The s-electron operator cannot change $j$ of the p electron, and the p-electron operator cannot flip the s spin. What remains is $\frac12$ times (1). ∎

## Lemma 4: recoupling

$$|^1P_1\rangle=\sqrt{\tfrac23}\,|\tfrac32\rangle+\sqrt{\tfrac13}\,|\tfrac12\rangle,\qquad |^3P_1\rangle=-\sqrt{\tfrac13}\,|\tfrac32\rangle+\sqrt{\tfrac23}\,|\tfrac12\rangle .\tag{7}$$

**Proof.** In the product basis, for $M=1$,
$$|\tfrac12\rangle=\sqrt{\tfrac23}\,Y_{11}\!\uparrow\downarrow-\sqrt{\tfrac13}\,Y_{10}\!\uparrow\uparrow,\qquad |\tfrac32\rangle=\tfrac1{2\sqrt3}Y_{11}\!\uparrow\downarrow+\tfrac1{\sqrt6}Y_{10}\!\uparrow\uparrow-\tfrac{\sqrt3}2Y_{11}\!\downarrow\uparrow,$$
$$|^1P_1\rangle=\tfrac1{\sqrt2}Y_{11}(\uparrow\downarrow-\downarrow\uparrow),\qquad |^3P_1\rangle=\tfrac12Y_{11}(\uparrow\downarrow+\downarrow\uparrow)-\tfrac1{\sqrt2}Y_{10}\!\uparrow\uparrow .$$
The overlaps are
$$\langle\tfrac12|^1P_1\rangle=\tfrac1{\sqrt2}\sqrt{\tfrac23}=\tfrac1{\sqrt3},\qquad \langle\tfrac32|^1P_1\rangle=\tfrac1{\sqrt2}\left(\tfrac1{2\sqrt3}+\tfrac{\sqrt3}2\right)=\sqrt{\tfrac23},$$
$$\langle\tfrac12|^3P_1\rangle=\tfrac1{\sqrt6}+\tfrac1{\sqrt6}=\sqrt{\tfrac23},\qquad \langle\tfrac32|^3P_1\rangle=\tfrac1{4\sqrt3}-\tfrac{\sqrt3}4-\tfrac1{2\sqrt3}=-\tfrac1{\sqrt3}.\ ∎$$

With relativistic orbitals, (7) serves as the definition of the states called $^1P_1$ and $^3P_1$.

## Proof of the theorem

Equation (3) is the $J=2$ result of Lemma 3. For $J=1$, note that $\sin\theta_0=\sqrt{1/3}$ and $\cos\theta_0=\sqrt{2/3}$. Inserting (7) into (2), the coefficient of $|\frac32\rangle$ in $^3P_1'$ is
$$-\cos\theta\sin\theta_0+\sin\theta\cos\theta_0=\sin\varphi,$$
and that of $|\frac12\rangle$ is $\cos\theta\cos\theta_0+\sin\theta\sin\theta_0=\cos\varphi$. The same substitution in the second state gives
$$|^3P_1'\rangle=\sin\varphi\,|\tfrac32\rangle+\cos\varphi\,|\tfrac12\rangle,\qquad |^1P_1'\rangle=\cos\varphi\,|\tfrac32\rangle-\sin\varphi\,|\tfrac12\rangle .$$
Therefore
$$A(^3P_1)=\sin^2\!\varphi\,\langle\tfrac32|T_z|\tfrac32\rangle+\cos^2\!\varphi\,\langle\tfrac12|T_z|\tfrac12\rangle+2\sin\varphi\cos\varphi\,\langle\tfrac32|T_z|\tfrac12\rangle,$$
and (6) turns this into (4). Exchanging $\sin^2\varphi$ with $\cos^2\varphi$ and reversing the cross term gives (5). ∎

## Proposition: the angle from the level structure

*Let p$_{1/2}$ and p$_{3/2}$ have the same s-p exchange integral $K$, and let $\zeta\,\mathbf l\cdot\mathbf s$ be the spin-orbit operator of the p electron. Then*
$$\tan2\theta=\frac{\sqrt2\,\zeta}{2K+\zeta/2},\qquad \sin2\theta=\frac{\sqrt2\,\zeta}{E(^1P_1')-E(^3P_1')},\qquad \zeta=\tfrac23\,[E(^3P_2)-E(^3P_0)].\tag{8}$$

**Proof.** Apart from a common energy, the Coulomb repulsion contributes $+K$ in the singlet, whose spatial part is symmetric, and $-K$ in the triplet. The operator $\mathbf l\cdot\mathbf s$ equals $\frac12$ for $j=\frac32$ and $-1$ for $j=\frac12$. With (7), its triplet element is $\frac13\cdot\frac12-\frac23=-\frac12$, its singlet element is $\frac23\cdot\frac12-\frac13=0$, and its off-diagonal element is $-\frac{\sqrt2}3\cdot\frac12-\frac{\sqrt2}3=-\frac1{\sqrt2}$. In the order $(^3P_1,{}^1P_1)$,
$$H=\begin{pmatrix}-K-\zeta/2&-\zeta/\sqrt2\\-\zeta/\sqrt2&K\end{pmatrix}.$$
Let $D=2K+\zeta/2$ be the difference of the diagonal elements. The states (2) are eigenstates if
$$\langle^1P_1'|H|^3P_1'\rangle=\tfrac12D\sin2\theta-\tfrac{\zeta}{\sqrt2}\cos2\theta=0,$$
which is the first relation. The energy difference of the two states is $D\cos2\theta+\sqrt2\,\zeta\sin2\theta$. Substituting $D=\sqrt2\,\zeta\cos2\theta/\sin2\theta$ makes it $\sqrt2\,\zeta/\sin2\theta$, the second relation. Finally, $^3P_2$ has $j=\frac32$ and energy $-K+\zeta/2$, while $^3P_0$ has $j=\frac12$ and energy $-K-\zeta$. Their difference is $\frac32\zeta$. ∎

For $K,\zeta>0$ the tangent lies between 0 and $2\sqrt2=\tan2\theta_0$, so $0<\theta<\theta_0$. The sign is thus fixed by the Hamiltonian, and the smaller root of the sine relation applies.

## Corollaries and limits

**Sum rule.** Adding (4) and (5) removes both the angle and $\xi$:
$$A(^3P_1)+A(^1P_1)=\tfrac14a_s+\tfrac12a_1+\tfrac54a_3 .\tag{9}$$
This is the trace of $T_z$ over the two $J=M=1$ states. Mixing moves hyperfine coupling from one level to the other.

**Nonrelativistic form.** From $\cos2\theta_0=\frac13$ and $\sin2\theta_0=\frac{2\sqrt2}3$,
$$\cos2\varphi=\tfrac13(\cos2\theta+2\sqrt2\sin2\theta),\qquad \sin2\varphi=\tfrac13(\sin2\theta-2\sqrt2\cos2\theta).$$
The coefficient of $a_s$ in (4) is $\frac18+\frac38\cos2\varphi=\frac14\cos^2\theta+\frac{\sqrt2}4\sin2\theta$. With Lemma 2 the p terms become
$$\left(\tfrac43\cos^2\varphi+\tfrac23\sin^2\varphi+\tfrac{\sqrt2}6\sin\varphi\cos\varphi\right)a_p=\left(1+\tfrac13\cos2\varphi+\tfrac{\sqrt2}{12}\sin2\varphi\right)a_p=\left(1+\tfrac{\sqrt2}4\sin2\theta\right)a_p,$$
since the terms in $\cos2\theta$ cancel. With (9) for the singlet,
$$A(^3P_1)=a_s\left(\tfrac14\cos^2\theta+\tfrac{\sin\theta\cos\theta}{\sqrt2}\right)+a_p\left(1+\tfrac{\sin\theta\cos\theta}{\sqrt2}\right),$$
$$A(^1P_1)=a_s\left(\tfrac14\sin^2\theta-\tfrac{\sin\theta\cos\theta}{\sqrt2}\right)+a_p\left(1-\tfrac{\sin\theta\cos\theta}{\sqrt2}\right).$$

**LS limit.** Without relativity, at $\theta=0$ the singlet has $A=a_p$: its total spin is zero, and only the orbital field acts. For small $\theta$ it changes by $-(a_s+a_p)\theta/\sqrt2$. A large $a_s$ therefore enters in first order, although it is absent from the pure singlet. Small $\theta$ means $\zeta\ll K$. Assumption 3 still needs $\zeta$ large compared with the hyperfine energies, because the $^3P_1$–$^3P_0$ gap tends to $\zeta/2$: as $\zeta\to0$ at fixed $K$ the triplet levels merge and the first-order triplet constants lose their meaning, while the singlet stays about $2K$ away.

**jj limit.** As $K\to0$, $\theta\to\theta_0$ and $\varphi\to0$. Then $A(^3P_1)\to\frac12(a_s+a_1)$ and $A(^1P_1)\to-\frac14a_s+\frac54a_3$. In the same limit $^3P_1$ becomes degenerate with $^3P_0$, and $^1P_1$ with $^3P_2$. Assumption 3 fails once these gaps are no longer large compared with the hyperfine energies.

## Worked example

The round parameters are $K=150$ THz, $\zeta=30$ THz, $a_s=3000$ MHz, $a_1=600$ MHz, $a_3=100$ MHz and $\xi=1.05$. The hyperfine constants include relativistic differences between p$_{1/2}$ and p$_{3/2}$ ($a_1/a_3\ne5$, $\xi\ne1$), whereas the level structure is modelled with a single $K$, as (8) requires. Then $\tan2\theta=42.43/315=0.1347$, so $\theta=3.84°$. The level energies give the same angle: the two $J=1$ levels are $151.42+166.42=317.84$ THz apart, and $\sin2\theta=42.43/317.84=0.1335$.

With $\theta_0=35.26°$ one has $\varphi=-31.43°$, $\sin\varphi=-0.5214$ and $\cos\varphi=0.8533$, hence $\sin^2\varphi=0.2719$ and $\cos^2\varphi=0.7281$. In the order $a_s$, $a_1$, $a_3$, cross term, in MHz:
$$A(^3P_1)=888.2+218.4+34.0-20.6=1120.0,$$
$$A(^1P_1)=-138.2+81.6+91.0+20.6=55.0,$$
while $A(^3P_2)=750+75=825$ MHz. The sum of the $J=1$ values is 1175 MHz, as (9) requires: $750+300+125$.

At $\theta=0$ the two values would be 970 and 205 MHz. Mixing transfers 150 MHz from the singlet to the triplet. Of this, 138 MHz is the s-electron term in $^1P_1$, which vanishes at $\theta=0$. It cancels about 70 % of the p-electron part of 193 MHz, and this leaves $A(^1P_1)$ sensitive to small errors. The mean slope is $-150/3.84\approx-39$ MHz per degree, so an error of $0.1°$ in $\theta$ shifts $A(^1P_1)$ by about 4 MHz, or 7 % of its value. Setting $\xi=1$ changes it by 1 MHz. The wrong sign of $\theta$ would give 362 MHz instead of 55 MHz.

The values at $\theta=0$, at $\xi=1$ and with the wrong sign come from the formulas alone. The three constants at the true angle were tested against a diagonalization of the antisymmetrized configuration with a nuclear spin $\frac12$, in which $A$ is read from the hyperfine splittings. Reversing the sign of $H_{\rm hf}$ isolates the part of $A$ odd in it. For this and two other parameter sets, one with strong mixing and one nonrelativistic, the odd part agrees with (3)–(5) within $4\times10^{-6}$ MHz.

The even part is the leading correction omitted by assumption 3. It is $-45$ kHz for $^3P_1$, $-4$ kHz for $^3P_2$ and $+0.9$ kHz for $^1P_1$. Only for $I=\frac12$ is it a pure shift of $A$; for larger $I$ the second-order energies also contain a part that imitates an electric quadrupole constant, about $-0.15$ MHz in $^3P_1$ for $I=\frac32$ with the same one-electron constants. The sign for $^3P_1$ agrees with repulsion between neighbouring levels of equal total angular momentum $F$. Its $F=\frac12$ state is pushed up by $^3P_0$ and its $F=\frac32$ state down by $^3P_2$; both shifts reduce the splitting $E(F=\frac32)-E(F=\frac12)$, which is positive here. They contribute $-37$ and $-10$ kHz to $A$, and the distant $^1P_1$ level adds $+2$ kHz.

The agreement tests the algebra within the model. It says nothing about assumptions 1 and 2, nor about the use of a single $K$ in (8). If singlet and triplet have different p orbitals, the s-electron part of the singlet-triplet element is multiplied by the overlap of the two p orbitals, its p-electron part contains $r^{-3}$ taken between them, and $a_1$, $a_3$ differ between the terms, so (4), (5) and (9) no longer hold as written. Because of the cancellation above, $A(^1P_1)$ is the constant in this example where such a change would be largest relative to the value itself, if the absolute changes are comparable.

## Computed results

```
p1/2 constant / a_p = 2.666667
p3/2 constant / a_p = 0.533333
off-diagonal element / a_p = 0.235702
K = 150.0 THz, zeta = 30.0 THz
a_s = 3000.0 MHz, a_1 = 600.0 MHz, a_3 = 100.0 MHz
xi = 1.05
E(3P0) = -180.0000 THz
E(3P1) = -166.4222 THz
E(3P2) = -135.0000 THz
E(1P1) = 151.4222 THz
theta = 3.8354 deg
theta0 = 35.2644 deg
phi = -31.4290 deg
sin(phi) = -0.521441
cos(phi) = 0.853287
singlet weight in 3P1 level = 0.004474
3P2 parts (MHz): a_s 750.000, a_1 0.000, a_3 75.000, cross 0.000
A(3P2) formula = 825.000 MHz
A(3P2) diagonalization, odd part = 825.000 MHz
A(3P2) second-order shift = -4.04 kHz
A(3P2) at theta = 0: 825.000 MHz
A(3P2) with wrong sign of theta: 825.000 MHz
A(3P2) with xi = 1: 825.000 MHz
3P1 parts (MHz): a_s 888.223, a_1 218.430, a_3 33.988, cross -20.647
A(3P1) formula = 1119.993 MHz
A(3P1) diagonalization, odd part = 1119.993 MHz
A(3P1) second-order shift = -45.15 kHz
A(3P1) at theta = 0: 969.792 MHz
A(3P1) with wrong sign of theta: 812.748 MHz
A(3P1) with xi = 1: 1120.977 MHz
1P1 parts (MHz): a_s -138.223, a_1 81.570, a_3 91.012, cross 20.647
A(1P1) formula = 55.007 MHz
A(1P1) diagonalization, odd part = 55.007 MHz
A(1P1) second-order shift = 0.94 kHz
A(1P1) at theta = 0: 205.208 MHz
A(1P1) with wrong sign of theta: 362.252 MHz
A(1P1) with xi = 1: 54.023 MHz
sum A(3P1)+A(1P1) = 1175.000 MHz
largest formula error, three cases = 3.8e-06 MHz
```
